# Extrusion of a frictionless through-silicon via in a matched elastic plate

## Question

I am stuck on an exercise about through-silicon vias, the metal plugs that run through a thinned wafer. It says:

> Show that a frictionless but radially constrained matched via, 50 micrometres long with Poisson ratio 0.28 and heating mismatch strain 0.0036, extrudes 230 nm in total over both ends.

I can get two numbers, and neither is 230 nm. If the via expands freely, it grows by $0.0036\times 50\ \mu\text{m}=180$ nm. If I take "radially constrained" to mean that the hole cannot widen, Hooke's law gives me 320 nm. The target lies between them, so I suspect that I misread "constrained" or "matched". No Young modulus is given, and no via diameter. How can the answer not depend on them? And would a real via do this?

## Answer

Your two numbers are the limits of an infinitely soft and an infinitely stiff surrounding. The exercise means the case between them: the hole is in an elastic plate, and "matched" says that via and plate have the same Young modulus $E$ and the same Poisson ratio $\nu$. Their thermal expansions differ, otherwise there would be no mismatch strain.

**Assumptions and signs**

The via is a straight circular cylinder of radius $a$ and length $L$, filling a hole through a wide plate of thickness $L$. Both materials are isotropic and linearly elastic, and strains are small. The wall is frictionless, so it carries no shear stress, but the via stays in contact with it. The end faces of the via and the faces of the plate are free. Tensile stress is positive.

Let $\alpha_v$ and $\alpha_p$ be the expansion coefficients of via and plate, and $\Delta T$ the temperature rise from the stress-free state. First let everything expand by the uniform strain $\alpha_p\Delta T$. This causes no stress, and it lengthens the via and thickens the plate equally, so it adds nothing to the extrusion. What remains is a free strain in the via alone,

$$\varepsilon=(\alpha_v-\alpha_p)\,\Delta T .$$

Extrusion means the growth in via length minus the growth in plate thickness, summed over both ends. In cylindrical coordinates Hooke's law for the via reads

$$\varepsilon_r=\varepsilon+\frac{\sigma_r-\nu(\sigma_\theta+\sigma_z)}{E},\qquad
\varepsilon_z=\varepsilon+\frac{\sigma_z-\nu(\sigma_r+\sigma_\theta)}{E},$$

with $\varepsilon_\theta$ obtained from $\varepsilon_r$ by exchanging $r$ and $\theta$. For the plate the same equations hold without the leading $\varepsilon$.

**The via under a wall pressure**

Call the wall pressure $p$ and try a uniform state in the via:

$$\sigma_r=\sigma_\theta=-p,\qquad \sigma_z=0 .$$

A uniform stress is in equilibrium, the ends are free because $\sigma_z=0$, and the wall has no shear. Hooke's law gives

$$\varepsilon_r=\varepsilon_\theta=\varepsilon+\frac{-p+\nu p}{E}=\varepsilon-\frac{(1-\nu)p}{E},
\qquad
\varepsilon_z=\varepsilon+\frac{2\nu p}{E}.$$

The pressure reduces the radial growth and, through the Poisson effect, increases the axial growth. It remains to find $p$, and for that we need to know how far the hole yields to it.

**The plate around the hole**

Try the displacements $u_r=C/r$ and $u_z=0$. The strains are

$$\varepsilon_r=\frac{du_r}{dr}=-\frac{C}{r^2},\qquad \varepsilon_\theta=\frac{u_r}{r}=\frac{C}{r^2},\qquad \varepsilon_z=0 .$$

Their sum is zero, so there is no volume change, and each stress is $2G$ times its strain, where $G=E/[2(1+\nu)]$ is the shear modulus:

$$\sigma_r=-\frac{2GC}{r^2},\qquad \sigma_\theta=\frac{2GC}{r^2},\qquad \sigma_z=0 .$$

Radial equilibrium holds:

$$\frac{d\sigma_r}{dr}+\frac{\sigma_r-\sigma_\theta}{r}=\frac{4GC}{r^3}-\frac{4GC}{r^3}=0 .$$

The plate faces are free, and the stress dies away far from the hole. At the wall $\sigma_r(a)=-p$, which fixes $C=pa^2/(2G)$. The hole therefore widens by the relative amount

$$\frac{u_r(a)}{a}=\frac{C}{a^2}=\frac{p}{2G}=\frac{(1+\nu)p}{E}.$$

Since $u_z=0$, the plate does not change its thickness. The radial compression and the hoop tension have opposite effects on it, and they cancel.

**Joining the two**

Via and hole must have the same radial displacement at $r=a$:

$$\varepsilon-\frac{(1-\nu)p}{E}=\frac{(1+\nu)p}{E}.$$

Bring the pressure terms together. The Poisson ratio cancels in $(1+\nu)+(1-\nu)=2$, and

$$p=\frac{E\varepsilon}{2}.$$

Put this into the axial strain of the via:

$$\varepsilon_z=\varepsilon+\frac{2\nu}{E}\,\frac{E\varepsilon}{2}=(1+\nu)\,\varepsilon .$$

The plate thickness is unchanged, so the total extrusion is

$$\boxed{\Delta L=(1+\nu)\,\varepsilon L=1.28\times0.0036\times 50\ \mu\text{m}=230.4\ \text{nm}}$$

By symmetry each end rises by 115.2 nm. A frictionless via could also slide as a rigid body, which would shift height from one end to the other but leave the total alone.

The modulus has dropped out because a stiffer pair of materials has a larger pressure but deforms less under it, in the same proportion. The radius has dropped out because the hole strain depends on $p$ and not on $a$. There is also no end correction within this linear model: the fields above satisfy equilibrium and the boundary conditions at every height, up to the faces.

**A second derivation, and a narrow plate**

The factor $1+\nu$ can be read off at the wall itself. Compare the via just inside with the plate just outside. The radial stress is the same on both sides, since the wall transmits it. The hoop strain $u_r/r$ is the same, since the radial displacement is. With $\sigma_z=0$ on both sides, equal hoop strain means

$$\varepsilon+\frac{\sigma_\theta^{v}-\nu\sigma_r}{E}=\frac{\sigma_\theta^{p}-\nu\sigma_r}{E}
\quad\Longrightarrow\quad
\sigma_\theta^{v}-\sigma_\theta^{p}=-E\varepsilon ,$$

where the superscripts stand for via and plate. In the difference of the axial strains the radial stress cancels again:

$$\varepsilon_z^{v}-\varepsilon_z^{p}=\varepsilon-\frac{\nu}{E}\left(\sigma_\theta^{v}-\sigma_\theta^{p}\right)=\varepsilon+\nu\varepsilon .$$

Nothing here required a wide plate. Take a concentric plate with a free outer rim at radius $b$. Its stresses are

$$\sigma_r=S\left(1-\frac{b^2}{r^2}\right),\qquad \sigma_\theta=S\left(1+\frac{b^2}{r^2}\right),\qquad \sigma_z=0,$$

which is the previous field plus a uniform in-plane tension $S$, chosen so that $\sigma_r(b)=0$. The condition $\sigma_r(a)=-p$ gives $S=pa^2/(b^2-a^2)$. The hoop-stress jump then reads

$$-p-S\left(1+\frac{b^2}{a^2}\right)=-p\left(1+\frac{b^2+a^2}{b^2-a^2}\right)=-\frac{2pb^2}{b^2-a^2}=-E\varepsilon ,$$

so that

$$p=\frac{E\varepsilon}{2}\left(1-\frac{a^2}{b^2}\right),\qquad S=\frac{E\varepsilon}{2}\,\frac{a^2}{b^2}.$$

The narrower plate is more compliant, and the via gains less length: its axial strain is $\varepsilon+\nu\varepsilon(1-a^2/b^2)$. But the plate now thins, with axial strain $-2\nu S/E=-\nu\varepsilon a^2/b^2$. The difference is again $(1+\nu)\varepsilon$.

I tested both cases with an axisymmetric finite-element solution for $a=2.5$ µm and $E=120$ GPa, in which via and plate share the radial displacement at the wall but slide freely along it. No uniform stress was assumed. A plate with $b=120a$ gave 230.5 nm, and one with $b=2a$ gave 230.4 nm.

**Where 180 nm and 320 nm belong**

Now let the via have constants $E_v,\nu$ and a wide plate the shear modulus $G_p$. The hole strain is $p/(2G_p)$, and continuity of the radial displacement becomes

$$\varepsilon-\frac{(1-\nu)p}{E_v}=\frac{p}{2G_p}
\quad\Longrightarrow\quad
\frac{p}{E_v}=\frac{\varepsilon}{1-\nu+E_v/(2G_p)} .$$

Therefore

$$\varepsilon_z=\varepsilon+\frac{2\nu p}{E_v}=\varepsilon\left[1+\frac{2\nu}{1-\nu+E_v/(2G_p)}\right].$$

Three cases follow:

- For a very soft plate, $G_p\to0$, the bracket tends to 1. This is your free via, 180 nm.
- For matched constants, $E_v/(2G_p)=1+\nu$. The denominator is 2 and the bracket is $1+\nu$, which gives 230 nm.
- For a rigid hole, $G_p\to\infty$, the bracket is $1+2\nu/(1-\nu)=(1+\nu)/(1-\nu)$. This is your 320 nm.

So "radially constrained" alone does not settle the answer. The word "matched" does.

**Numbers for a via of realistic size**

Take a metal-filled via 5 µm wide and 50 µm long, heated as in a processing anneal. The model keeps both ends free; a via annealed before the wafer is thinned is a blind hole with only one free end, a case not treated here. A rise of 250 K and an expansion mismatch of 14.4 ppm/K, chosen to reproduce the strain of the exercise, give $\varepsilon=14.4\times10^{-6}\times250=0.0036$. With a common modulus of 120 GPa,

$$p=\tfrac12\times120\ \text{GPa}\times0.0036=216\ \text{MPa},$$

$$u_r(a)=\frac{(1+\nu)\varepsilon a}{2}=\frac{1.28\times0.0036\times2.5\ \mu\text{m}}{2}=5.76\ \text{nm}.$$

Free radial growth would have been $\varepsilon a=9$ nm. The modulus does not affect the extrusion, but it does set the stress, and the stress decides whether the elastic model may be used.

**Yielding raises the number**

For principal stresses $(-p,-p,0)$ the von Mises stress equals $p$. Suppose that the via yields at $Y=150$ MPa, a rough value for a soft metal, without hardening, while the plate stays elastic. Yielding starts when $E\varepsilon/2=Y$, that is at

$$\varepsilon=\frac{2Y}{E}=0.0025,\qquad \Delta T=\frac{0.0025}{14.4\times10^{-6}/\text{K}}=174\ \text{K}.$$

With further heating the pressure stays at $Y$, so the hole strain stays at $(1+\nu)Y/E$. Plastic flow conserves volume. The volume strain of the via is therefore thermal plus elastic, and it must equal the sum of the three total strains:

$$3\varepsilon-\frac{2(1-2\nu)Y}{E}=\frac{2(1+\nu)Y}{E}+\varepsilon_z .$$

Solve for $\varepsilon_z$, using $2(1-2\nu)+2(1+\nu)=2(2-\nu)$:

$$\varepsilon_z=3\varepsilon-\frac{2(2-\nu)Y}{E}=0.0108-0.0043=0.0065 .$$

The extrusion is 325 nm instead of 230 nm. Once the via flows, the hole widens no further and all additional thermal volume goes out through the ends: the axial strain grows by $3\,d\varepsilon$ instead of $1.28\,d\varepsilon$. That is how this value can exceed the elastic result for a rigid hole. All extrusions in this answer are at the peak temperature. The elastic 230 nm vanishes on cooling. In the plastic case, if the wall is free to open, the axial plastic strain $2(\varepsilon-2Y/E)=0.0022$ remains, which is 110 nm.

**Friction lowers it**

Let the wall have a Coulomb friction coefficient $\mu$, and keep the via elastic. The via moves outward, so the wall pulls it back and builds up an axial pressure $q$, with $\sigma_z=-q$. As an estimate, treat each slice of the via as uniform and neglect the axial strain of the plate. Radial continuity for a slice is

$$\varepsilon-\frac{(1-\nu)p-\nu q}{E}=\frac{(1+\nu)p}{E}
\quad\Longrightarrow\quad p=\frac{E\varepsilon+\nu q}{2}.$$

The axial strain follows from this pressure:

$$\varepsilon_z=\varepsilon-\frac{q}{E}+\frac{2\nu p}{E}=(1+\nu)\varepsilon-\frac{(1-\nu^2)q}{E}.$$

Let $s$ be the distance from the nearer end. The force balance $\pi a^2\,dq=2\pi a\,\mu p\,ds$ gives

$$\frac{dq}{ds}=\frac{2\mu p}{a}=\frac{\mu}{a}(E\varepsilon+\nu q),\qquad q(0)=0,$$

with the solution

$$q=\frac{E\varepsilon}{\nu}\left(e^{\mu\nu s/a}-1\right).$$

Write $x=\mu\nu L/(2a)$ for the exponent at mid-height. The mean of $e^{\mu\nu s/a}-1$ over the half length is $(e^x-1)/x-1$. Since $(1-\nu^2)/(1+\nu)=1-\nu$, integrating $\varepsilon_z$ over both halves gives

$$\Delta L=(1+\nu)\varepsilon L\left[1-\frac{1-\nu}{\nu}\left(\frac{e^x-1}{x}-1\right)\right].$$

For $\mu=0.1$, a rough choice, $x=0.1\times0.28\times10=0.28$. The square bracket is 0.604 and the extrusion is 139 nm. The formula assumes slip along the whole wall, which requires $\varepsilon_z>0$ everywhere. The smallest value, at mid-height, is 0.00078, so the assumption holds within the slice model. In the full axisymmetric contact problem, where the plate also strains and the wall shear reverses at mid-height, a band of about ±0.8 µm there sticks. The end is then no longer flat: the step at the wall totals 134 nm and the via centre rises 142 nm above the far plate, so 139 nm is good to a few per cent. Because $x$ contains $L/a$, slenderness matters as soon as there is friction: in this via, ten times as long as it is wide, a coefficient of 0.1 removes about 40 % of the extrusion.

If the wall is perfectly bonded and everything stays elastic, the finite-element model with the wide plate ($b=120a$) and the same constants gives 43 nm in total, measured at the via centre relative to the outer edge of the plate. Unlike the frictionless result, this value depends on the radius: at the same length it is about 22 nm for $a=1.25$ µm, 82 nm for $a=5$ µm and 142 nm for $a=10$ µm. Bonding also raises the stress: for $a=2.5$ µm the von Mises stress on the axis at mid-height is about 283 MPa instead of 216 MPa.

**How this compares with a real via**

The dimensions and the mismatch are in the range of real through-silicon vias, and the temperature rise belongs to processing. The assumption that real vias break most clearly is the frictionless wall: the metal is normally attached to the silicon through thin liner layers. For the numbers above, full bonding takes the elastic result from 230 nm down to 43 nm, while yielding with a sliding wall takes it up to 325 nm. These changes cannot simply be added, because friction and bonding alter the stress that drives yielding.

Silicon is not isotropic either. In terms of its cubic elastic constants, the in-plane shear modulus of a (001) wafer lies between $(C_{11}-C_{12})/2$, roughly 51 GPa, and $C_{44}$, roughly 80 GPa, depending on direction. Put into the formula for unequal constants, with the via unchanged, these two values give about 230 and 250 nm. With the stiffer value and a via Poisson ratio of 0.34, the result is about 270 nm. These numbers only bracket the answer, since the formula was derived for an isotropic plate. The plane anisotropic solution for a pressurised hole in a (001) plate corresponds to an effective shear modulus of about 63 GPa, which gives 240 nm for $\nu=0.28$ and 256 nm for $\nu=0.34$. These are averages around the hole: in plane stress the thickness change of the anisotropic plate at the wall varies with direction by about ±7 nm, with zero mean. Geometric finite-strain corrections are at most of order $\varepsilon\,\Delta L$, about 0.8 nm. I have not sized creep, the compliance of the liner, or the change of material constants with temperature.

So 230 nm is the right answer to the exercise, for an elastic via that slides freely in a plate of equal elastic constants. It is not a forecast for a manufactured via: in the separate estimates above, wall adhesion changes the result by more than unequal elastic constants do, and so does plastic flow at $Y=150$ MPa. The plastic effect depends strongly on $Y$: the formula gives 253 nm at 200 MPa, and from 216 MPa upward a via with a frictionless wall does not yield at this temperature rise; a bonded one, at about 283 MPa on its axis, still can. The numerical output below lists the input values and the main results.

## Calculated quantities

```
Via length: 50 um
Via radius: 2.5 um
Poisson ratio: 0.28
Common Young modulus (rough): 120 GPa
Expansion mismatch (rough): 14.4 ppm/K
Temperature rise: 250 K
Mismatch strain: 0.0036
Wall pressure = von Mises stress in via: 216 MPa
Radial wall displacement, formula: 5.76 nm
Radial wall displacement, finite elements: 5.76 nm
Axial strain of via: 0.004608
Total extrusion, formula: 230.4 nm
Extrusion per end: 115.2 nm
Total extrusion, finite elements: 230.5 nm
Same, plate radius only twice via radius: 230.4 nm
Unconstrained via: 180.0 nm
Rigid hole: 320.0 nm
Neglected effects, total extrusion with each one alone:
Yield stress (rough): 150 MPa
Temperature rise at first yield: 174 K
With yielding: 325.0 nm
Friction coefficient (rough): 0.10
Axial pressure at mid-height with friction: 499 MPa
Axial strain at mid-height with friction: 0.000779
With friction: 139.1 nm
Perfectly bonded wall, via centre: 43 nm
Silicon C11, C12, C44 (rough): 166, 64, 80 GPa
Plate shear moduli: 51 and 80 GPa
With softer plate shear modulus: 233.2 nm
With stiffer plate shear modulus: 248.6 nm
Stiffer, via Poisson ratio 0.34: 266.8 nm
Order of finite-strain correction: 0.8 nm
```
